# Kolmogorov-Avrami-Ishibashi switching from the probability of an empty space-time cone, part 1

(Sections cited here and not found follow in the second part.)

## From an empty interval to an empty cone

In a model ferroelectric film, reversed domains nucleate at the rate $J=10^{21}\ \mathrm{m^{-2}\,s^{-1}}$ and their walls move at $v=1$ m/s. If nuclei could appear everywhere, there would be $1.5\times10^{14}$ of them per square metre after 150 ns. A simulation that lets them appear only in area not yet switched produces $8.76\times10^{13}$. Yet a formula that counts the larger, fictitious population gives a switched fraction of 0.649 at 100 ns, and the simulation with the smaller, real population gives $0.648\pm0.004$. Why does it do no harm to count nuclei that cannot exist?

The answer comes from looking at a single point of the film and asking whether any nucleus has reached it. I begin with the simplest arrangement, a line on which all nuclei are present from the start.

### The switched fraction as a probability

The medium is initially in one polarization state throughout. At $t=0$ a constant field favouring the opposite state is applied, and switched material does not switch back. Let $s(\mathbf x,t)$ be 1 if the point $\mathbf x$ has switched by time $t$, and 0 otherwise. In a region of volume $V$ the switched fraction, averaged over many realizations of the random nucleation, is

$$f(t)=\left\langle\frac1V\int_V s(\mathbf x,t)\,d\mathbf x\right\rangle
=\frac1V\int_V P[\mathbf x\text{ switched by }t]\,d\mathbf x .$$

The second equality holds because the mean of a quantity that takes the values 0 and 1 is the probability of the value 1. If the medium is unbounded and statistically uniform, this probability is the same at every point, and the integral gives $V$ times one number. Hence

$$f(t)=P[\text{a chosen point has switched by }t],$$

$$1-f(t)=P[\text{no nucleus has reached it by }t].$$

"Volume" here means length in one dimension and area in two. The law to be derived concerns the mean over realizations; one finite capacitor will scatter about it.

### All nuclei present at the start, on a line

Let nuclei be scattered independently along a line with mean number $N$ per unit length. Each starts with negligible size, and its two walls move outward at speed $v$. A nucleus at distance $r$ from the chosen point reaches it by time $t$ if $r\le vt$. The point is therefore unswitched if an interval of length $2vt$, centred on it, contains no nucleus.

Divide this interval into $M$ equal cells. For large $M$ a cell contains a nucleus with probability $a/M$, where $a=2Nvt$; corrections are of higher order in $1/M$ and vanish from the product as $M\to\infty$. The cells are independent, so the probability that all are empty is $(1-a/M)^M$. Its logarithm is

$$M\ln\left(1-\frac aM\right)=M\left(-\frac aM-\frac{a^2}{2M^2}-\dots\right)
=-a-\frac{a^2}{2M}-\dots\;\longrightarrow\;-a .$$

Therefore

$$1-f(t)=e^{-2Nvt}.$$

This is the Poisson probability of finding zero nuclei where the mean number is $a$.

At short times $f\approx 2Nvt$: there are $N$ domains per unit length, each of length $2vt$, and overlaps are still negligible.

The line also allows a check at all times that does not refer to a chosen point. The probability that no nucleus lies within a distance $g$ to the right of a given nucleus is $e^{-Ng}$, so the gaps between neighbours have the probability density $-d(e^{-Ng})/dg=Ne^{-Ng}$. There are $N$ gaps per unit length. Two walls advance into each gap, and a gap with $g>2vt$ still contains an unswitched length $g-2vt$. The unswitched length per unit length is thus

$$N\int_{2vt}^{\infty}(g-2vt)\,Ne^{-Ng}\,dg
=N e^{-2Nvt}\int_0^\infty u\,Ne^{-Nu}\,du
=N e^{-2Nvt}\,\frac1N=e^{-2Nvt},$$

with $u=g-2vt$. Measuring the remaining gaps and asking about a single point give the same result.

### All nuclei present at the start, in $d$ dimensions

Now let each domain grow as a $d$-dimensional ball of radius $vt$, with $N$ nuclei per unit $d$-volume. A ball of radius $R$ has the volume $C_dR^d$. On a line this is $2R$; in a plane it is $\int_0^R2\pi r\,dr=\pi R^2$; in space it is $\int_0^R4\pi r^2dr=4\pi R^3/3$. Thus

$$C_1=2,\qquad C_2=\pi,\qquad C_3=\frac{4\pi}{3}.$$

The chosen point is unswitched if the ball of radius $vt$ around it is empty. The division into cells is unchanged, except that the mean number of nuclei in the region is now

$$A_N(t)=N C_d (vt)^d,\qquad 1-f(t)=e^{-A_N(t)} .$$

For $d=1$ this returns the result for the line.

The exponent has two readings. It is the mean number of nuclei that can reach a given point by time $t$. It is also the total volume of all domains per unit volume of the medium, if each is drawn as a complete ball and overlaps are counted repeatedly. This second quantity is called the extended fraction. It can exceed 1, whereas $f=1-e^{-A_N}$ cannot.

### Nuclei that arrive later

Suppose next that there are no initial nuclei, but that new ones appear at random at the constant rate $J$ per unit volume and unit time. For the moment they may appear everywhere, including places that have already switched. This is not the physical process, and the next section will have to justify it.

A nucleus born at time $\tau$ at distance $r$ from the chosen point has had the time $t-\tau$ to grow. It has reached the point by time $t$ if

$$r\le v(t-\tau),\qquad 0\le\tau\le t .$$

In space-time this region is a cone with its tip at the chosen point at time $t$, opening toward the past. At $\tau=0$ its radius is $vt$. The point is unswitched if the cone contains no nucleation event.

Divide the cone into small cells of size $\Delta V\,\Delta\tau$. Each contains an event with probability $J\,\Delta V\,\Delta\tau$ to leading order, independently of the others. The probability that all cells are empty is

$$\prod_{\text{cells}}(1-J\,\Delta V\,\Delta\tau)
=\exp\left[\sum_{\text{cells}}\ln(1-J\,\Delta V\,\Delta\tau)\right]
\longrightarrow \exp\left[-J\int_{\text{cone}}dV\,d\tau\right].$$

The terms of second order vanish as before: each is proportional to the square of the cell size, while the number of cells grows only as its inverse.

At the birth time $\tau$ the cross-section of the cone is a ball of radius $v(t-\tau)$. With $u=t-\tau$, so that $d\tau=-du$ and the limits $0,t$ become $t,0$,

$$A_J(t)=J\int_0^t C_d\,[v(t-\tau)]^d\,d\tau
=J C_d v^d\int_0^t u^d\,du
=\frac{J C_d v^d\,t^{d+1}}{d+1}.$$

The reversed limits absorb the minus sign. The additional power of time, compared with $A_N\propto t^d$, comes from the accumulation of nuclei. The factor $1/(d+1)$ is the mean of $(u/t)^d$ over ages $u$ spread evenly between 0 and $t$.

For $J=v=t=1$ the exponent should be $C_d/(d+1)$, which is 1 for $d=1$ and $\pi/3=1.0472$ for both $d=2$ and $d=3$. Multiplying the empty-cell probabilities one by one gives 0.9990, 1.0456 and 1.0437. A cell is counted if its centre lies in the cone, so the surface of the cone is resolved only to about the size of a cell. The test requires agreement to 1% of the formula; the largest deviation is 0.3%.

If initial and later nuclei are both present and independent, the point is unswitched only if both populations miss it. The probabilities multiply and the exponents add:

$$f(t)=1-e^{-A(t)},\qquad
A(t)=C_dv^d\left[N t^d+\frac{J t^{d+1}}{d+1}\right].\tag{1}$$

Setting $J=0$ returns the previous stage. Setting $N=0$ leaves steady nucleation alone.

### Why nuclei in switched material may be counted

In the real process, a nucleus of the new state can form only where the old state remains. The real process can be obtained from the fictitious one. Generate events everywhere at the rate $J$ and go through them in order of birth. Keep an event if its position is still unswitched; otherwise discard it and call it a phantom. Events in separate space-time cells are independent, so what has happened earlier does not alter the rate at which events occur in the remaining unswitched material. That rate is still $J$, as the real process requires.

Let nucleus $i$ be born at $\mathbf x_i$ at time $\tau_i$. If nothing intervenes, its wall reaches $\mathbf x$ at

$$T_i(\mathbf x)=\tau_i+\frac{|\mathbf x-\mathbf x_i|}{v}.$$

Suppose event $j$ is a phantom. Its position had then already been reached by the domain of some real nucleus $i$, which means

$$\tau_i+\frac{|\mathbf x_j-\mathbf x_i|}{v}\le\tau_j .$$

For any other point $\mathbf x$, the triangle inequality gives $|\mathbf x-\mathbf x_i|\le|\mathbf x-\mathbf x_j|+|\mathbf x_j-\mathbf x_i|$. Therefore

$$T_i(\mathbf x)\le
\left[\tau_i+\frac{|\mathbf x_j-\mathbf x_i|}{v}\right]+\frac{|\mathbf x-\mathbf x_j|}{v}
\le\tau_j+\frac{|\mathbf x-\mathbf x_j|}{v}=T_j(\mathbf x).$$

The real nucleus reaches every point no later than the phantom would. Including or removing the phantom does not change the time at which any point first switches.

A second matter has to be settled. Real walls stop where domains meet, whereas $T_i$ describes unhindered growth. Let $i$ be the real nucleus with the smallest $T_i(\mathbf x)$, and let $\mathbf y$ lie on the straight segment from $\mathbf x_i$ to $\mathbf x$. If another domain $k$ had reached $\mathbf y$ earlier, so that $T_k(\mathbf y)<T_i(\mathbf y)$, then

$$T_k(\mathbf x)\le T_k(\mathbf y)+\frac{|\mathbf x-\mathbf y|}{v}
<T_i(\mathbf y)+\frac{|\mathbf x-\mathbf y|}{v}=T_i(\mathbf x).$$

This contradicts the choice of $i$. The wall that first arrives at $\mathbf x$ has therefore travelled along a path that no other domain blocked. Collisions remove only those parts of a ball that would have arrived late.

The phantom argument was tested in a periodic two-dimensional cell of side 800 nm with 300 independent runs. In each run the first switching times at a set of fixed points were found twice, once from all events and once from the real nuclei alone. They agreed to within $10^{-15}$ s at every point.

### Counting the real nuclei

Equation (1) also predicts how many nuclei are real. They form at the rate $J$ in the unswitched fraction $1-f$, so their mean number per unit volume is

$$n_{\rm real}(t)=J\int_0^t[1-f(t')]\,dt'=J\int_0^t e^{-A(t')}\,dt' .$$

For short times the integrand is close to 1 and $n_{\rm real}\approx Jt$, since almost no event falls in switched material. Later the integrand decays and the number saturates.

For the film of the opening, $d=2$ and $N=0$. The integral up to 150 ns gives $8.758\times10^{13}\ \mathrm{m^{-2}}$, and the simulation gives $8.755\times10^{13}\ \mathrm{m^{-2}}$. The count over all space is $Jt=1.500\times10^{14}\ \mathrm{m^{-2}}$. About 42% of those events are phantoms. They are needed to make the events independent, and hence to make the Poisson probability so simple, but none of them switches a point first.

## The law in a capacitor and the limits of its validity

The first half considered a uniform, unbounded medium in which reversed domains start with negligible radius and grow as $d$-dimensional balls at constant wall speed $v$. The density of nuclei present at $t=0$ is $N$, and later nuclei appear at the rate $J$ per unit volume and time. The mean switched fraction is $f=1-e^{-A}$, with $A=A_N+A_J$, $A_N=NC_dv^dt^d$ and $A_J=JC_dv^dt^{d+1}/(d+1)$, where $C_2=\pi$. The exponent is the mean number of nuclei in the backward cone of a point. Phantoms, the fictitious nuclei in switched material, may be counted because a real domain always arrives no later than they do.

I now take a film in which a domain spans the thickness as soon as it forms and then grows sideways, so $d=2$. The time needed to cross the thickness is neglected. The parameters $J=10^{21}\ \mathrm{m^{-2}\,s^{-1}}$ and $v=1$ m/s are round model values at one fixed field.

### Steady nucleation alone

With $N=0$ and $d=2$ the exponent is

$$A(t)=\frac{\pi Jv^2t^3}{3}=\left(\frac t{t_0}\right)^3,\qquad
t_0=\left(\frac{3}{\pi Jv^2}\right)^{1/3}.$$

Inserting the parameters gives

$$t_0=\left[\frac{3}{\pi\,(10^{21}\ \mathrm{m^{-2}s^{-1}})(1\ \mathrm{m/s})^2}\right]^{1/3}=98.5\ \mathrm{ns}.$$

At $t_0$ one nucleus on average could have reached a given point, and $f=1-e^{-1}=0.632$. Half the film has switched when $(t/t_0)^3=\ln2$, that is, at $t_0(\ln2)^{1/3}\approx87$ ns. Since $t_0\propto J^{-1/3}v^{-2/3}$, a given relative change of the wall speed alters the time scale more than the same relative change of the nucleation rate.

When only one kind of nucleation acts, the general form is

$$f(t)=1-\exp\left[-\left(\frac t{t_0}\right)^n\right],\tag{2}$$

with $n=d$ for initial nuclei and $n=d+1$ for steady nucleation. This is the Kolmogorov-Avrami-Ishibashi law. Taking logarithms twice gives

$$\ln[-\ln(1-f)]=n\ln t-n\ln t_0 ,$$

so a plot of the left side against $\ln t$ is a straight line of slope $n$. The simulated fractions at 40 and 100 ns, 0.0644 and 0.6485, give a slope of 3.00, with a sampling uncertainty of about 0.01. A measured slope of 3 would not by itself identify the mechanism, because $d=3$ with initial nuclei also gives $n=3$.

The simulated fractions at 100 ns scatter from run to run with a standard deviation of 0.070. A single region of 800 nm side can therefore deviate visibly from the mean law even when every assumption holds.

The mean switched fraction follows from the probability that no nucleus has reached a point, and phantoms may be counted because they never switch a point first; for steady nucleation in the film this gives an exponent of 3. What remains is the switching current, both kinds of nucleation acting together, and the effects of a finite starting radius, changing wall speeds and grain boundaries.
